# Why a Tauc tangent overestimates the gap for constant dipole elements: test program

```python
"""
Result under test: for parabolic band edges, no wave-vector selection and a
constant dipole element, eps2 = C (E-Eg)^2, and the tangent at E0 to the Tauc
curve y = sqrt(alpha E) has its zero at E0^2/(2 E0 - Eg), which exceeds Eg
(constant refractive index n; in general if d ln n / d ln E < 2).
Symbols: E photon energy, Eg gap, W = E - Eg, alpha absorption coefficient,
eps2 imaginary dielectric function, d dipole length, Omega coherence volume,
mv and mc density-of-states masses. Atomic units inside, eV and 1/cm outside.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
C_LIGHT = 1 / sc.fine_structure
PI = np.pi

# ---------- input parameters (rough, round) ----------
gap, gap_implanted = 1.30, 1.20          # eV
mv = mc = 2.0
dipole_angstrom = 2.0
atom_volume_A3 = 20.0
n_const = 4.0
E0 = 2.0                                 # eV, tangent point
window = np.linspace(1.7, 2.3, 61)       # eV
tail = 0.08                              # eV, exponential tail energy
alpha_defect = 2000.0                    # 1/cm, flat defect background
gap_slope, T_room, T_anneal = 4e-4, 300.0, 723.0   # eV/K, K, K

d = dipole_angstrom * 1e-10 / BOHR
Omega = atom_volume_A3 * 1e-30 / BOHR**3
C_au = d**2 * Omega * (mv * mc)**1.5 / (2 * PI)
C_ev = C_au / HARTREE**2                 # 1/eV^2

# ---------- absorbed power: driven level and quasi-continuum ----------
levels = np.linspace(0.2, 1.0, 1601)
omega, coupling = 0.6, 3.2e-5            # coupling = field times dipole
level_density = 1 / (levels[1] - levels[0])
period = 2 * PI / omega
per_period = 60
dt = period / per_period
phase = np.exp(-1j * levels * dt)
root_n = np.sqrt(len(levels))
ground, upper = 1.0 + 0j, np.zeros(len(levels), complex)
energy_at = {}
for step in range(120 * per_period):
    angle = coupling * root_n * np.cos(omega * (step + 0.5) * dt) * dt
    bright = upper.sum() / root_n
    new_bright = np.cos(angle) * bright - 1j * np.sin(angle) * ground
    ground = np.cos(angle) * ground - 1j * np.sin(angle) * bright
    upper = (upper + (new_bright - bright) / root_n) * phase
    if (step + 1) in (40 * per_period, 120 * per_period):
        energy_at[(step + 1) // per_period] = np.sum(levels * abs(upper)**2)
power_propagated = (energy_at[120] - energy_at[40]) / (80 * period)
# power = omega eps2 V F^2/(8 pi), eps2 = 4 pi^2 |x|^2 density / V
power_formula = omega * 4 * PI**2 * coupling**2 * level_density / (8 * PI)
power_ratio = power_propagated / power_formula
assert abs(power_ratio - 1) < 0.01       # depletion is a few parts in 1000

# ---------- eps2 from explicit state pairs in a periodic box ----------
m1, m2, X, box = 2.0, 1.3, 900.0, 100.0
sq = np.arange(-45, 46)**2
shell = np.bincount((sq[:, None, None] + sq[None, :, None]
                     + sq[None, None, :]).ravel())
cum = np.cumsum(shell)
n_max = int(m1 * X)
index = np.floor(m2 * (X - np.arange(n_max + 1) / m1) + 1e-9).astype(int)
pairs = float(np.sum(shell[:n_max + 1] * cum[np.maximum(index, 0)]))
W_box = X * (2 * PI / box)**2 / 2
integral_counted = 4 * PI**2 * 2 * d**2 * Omega * pairs / box**6
integral_formula = d**2 * Omega * (m1 * m2)**1.5 * W_box**3 / (6 * PI)
pair_ratio = integral_counted / integral_formula
assert abs(pair_ratio - 1) < 0.01        # finite-box counting error

# ---------- eps2 by quadrature over band densities ----------
nodes, weights = np.polynomial.legendre.leggauss(40)
theta, wt = (nodes + 1) * PI / 4, weights * PI / 4


def band_density(e, m):
    return (2 * m)**1.5 * np.sqrt(e) / (4 * PI**2)


def eps2_quadrature(E, g=gap):
    W = (E - g) / HARTREE
    e = W * np.sin(theta)**2
    jac = 2 * W * np.sin(theta) * np.cos(theta)
    joint = np.sum(wt * jac * band_density(e, mv) * band_density(W - e, mc))
    return 8 * PI**2 * d**2 * Omega * joint


for E in (1.4, 2.0, 2.6):
    assert abs(eps2_quadrature(E) / (C_ev * (E - gap)**2) - 1) < 1e-8


def alpha_cm(E, eps2, n=n_const):
    return E / HARTREE * eps2 / (n * C_LIGHT) / (BOHR * 100)


# absorption from the complex index against omega eps2/(n c)
index_complex = np.sqrt(15 + 3j)
alpha_direct = 2 * (E0 / HARTREE) * index_complex.imag / C_LIGHT / (BOHR * 100)
assert abs(alpha_direct / alpha_cm(E0, 3.0, index_complex.real) - 1) < 1e-10


def tauc(E, g=gap):
    return np.sqrt(alpha_cm(E, eps2_quadrature(E, g)) * E)


def tangent_zero(curve, E, h=1e-3):
    return E - curve(E) * 2 * h / (curve(E + h) - curve(E - h))


def zero_formula(E, g=gap):
    return E**2 / (2 * E - g)


# ---------- tangent, chord and fit ----------
table = []
for E in (1.5, 1.7, 2.0, 2.3, 2.6):
    z = tangent_zero(tauc, E)
    assert abs(z - zero_formula(E)) < 1e-6 and z > gap
    table.append((E, z, z - gap))
assert np.all(np.diff([row[2] for row in table]) > 0)
y1, y2 = tauc(1.7), tauc(2.3)
chord_zero = 1.7 - y1 * 0.6 / (y2 - y1)
chord_excess = (1.7 - gap) * (2.3 - gap) / (1.7 + 2.3 - gap)
assert abs(chord_zero - gap - chord_excess) < 1e-7

y_window = np.array([tauc(E) for E in window])
slope, intercept = np.polyfit(window, y_window, 1)
fit_zero = -intercept / slope
mean, var = window.mean(), window.var()
assert abs(fit_zero - (mean**2 - var) / (2 * mean - gap)) < 1e-7
residual = y_window - slope * window - intercept
r_squared = 1 - np.sum(residual**2) / np.sum((y_window - y_window.mean())**2)
assert np.sum(np.diff(np.sign(residual)) != 0) == 2

rng = np.random.default_rng(4)
smallest_excess = np.inf
for _ in range(500):
    g = rng.uniform(0.5, 3.0)
    pts = g + rng.uniform(0.05, 2.0, 8)
    vals = np.array([tauc(E, g) for E in pts])
    a, b = np.polyfit(pts, vals, 1, w=rng.uniform(0.2, 2.0, 8))
    smallest_excess = min(smallest_excess, -b / a - g)
assert smallest_excess > 0

# ---------- controls: momentum element and the other plot ----------
def box_state(k, x):
    return np.sqrt(2) * np.sin(k * PI * x)


x12 = quad(lambda x: box_state(2, x) * x * box_state(1, x), 0, 1)[0]
p12 = quad(lambda x: box_state(2, x) * np.sqrt(2) * PI * np.cos(PI * x), 0, 1)[0]
assert abs(abs(p12) / (1.5 * PI**2 * abs(x12)) - 1) < 1e-8
momentum_zero = tangent_zero(
    lambda E: np.sqrt(alpha_cm(E, eps2_quadrature(E) * (E0 / E)**2) * E), E0)
cody_zero = tangent_zero(
    lambda E: np.sqrt(alpha_cm(E, eps2_quadrature(E)) / E), E0)
assert abs(momentum_zero - gap) < 1e-6 and abs(cody_zero - gap) < 1e-6

# ---------- condition on the index: n proportional to E^power ----------
for exponent, sign in ((1.0, 1), (1.9, 1), (2.1, -1), (3.0, -1)):
    z = tangent_zero(lambda E: tauc(E) / np.sqrt((E / E0)**exponent), E0)
    assert np.sign(z - gap) == sign

# ---------- annealing: apparent change of gap ----------
z_implanted = tangent_zero(lambda E: tauc(E, gap_implanted), E0)
z_annealed = tangent_zero(tauc, E0)
shift_fixed_energy = z_annealed - z_implanted
response = E0**2 / (2 * E0 - gap)**2
numeric_response = (tangent_zero(lambda E: tauc(E, gap + 1e-3), E0)
                    - tangent_zero(lambda E: tauc(E, gap - 1e-3), E0)) / 2e-3
assert abs(numeric_response - response) < 1e-5
alpha_implanted = alpha_cm(E0, eps2_quadrature(E0, gap_implanted))
E_same_alpha = brentq(
    lambda E: alpha_cm(E, eps2_quadrature(E)) - alpha_implanted, 1.5, 3.0)
shift_fixed_alpha = tangent_zero(tauc, E_same_alpha) - z_implanted

# ---------- neglected: dispersion of the index ----------
def kk_eps1(E, eps2, low, split=8.0):
    near = quad(lambda x: x * eps2(x) / (x + E), low, split,
                weight="cauchy", wvar=E, limit=200)[0]
    far = quad(lambda x: x * eps2(x) / (x * x - E * E), split, np.inf)[0]
    return 1 + 2 / PI * (near + far)


def lorentz_eps2(E):
    return 100 * 2 * E / ((3.5**2 - E**2)**2 + 4 * E**2)


lorentz_eps1 = 1 + 100 * (3.5**2 - 4) / ((3.5**2 - 4)**2 + 16)
assert abs(kk_eps1(2.0, lorentz_eps2, 0.0) - lorentz_eps1) < 1e-5
lorentz_sum = (quad(lambda E: E * lorentz_eps2(E), 0, 8)[0]
               + quad(lambda E: E * lorentz_eps2(E), 8, np.inf)[0])
assert abs(lorentz_sum / (PI / 2 * 100) - 1) < 1e-5

plasma = np.sqrt(4 * PI * 4 / Omega) * HARTREE   # four electrons per atom


def rolled_eps2(E, B):
    W = max(E - gap, 0.0)
    return C_ev * W**2 / (1 + (W / B)**5)


def sum_excess(B):
    total = (quad(lambda E: E * rolled_eps2(E, B), gap, 12)[0]
             + quad(lambda E: E * rolled_eps2(E, B), 12, np.inf)[0])
    return total - PI / 2 * plasma**2


B_roll = brentq(sum_excess, 1.0, 8.0)


def complex_index(E):
    e2 = rolled_eps2(E, B_roll)
    return np.sqrt(kk_eps1(E, lambda x: rolled_eps2(x, B_roll), gap) + 1j * e2)


n_E0 = complex_index(E0).real
dn = (complex_index(E0 + 0.01).real - complex_index(E0 - 0.01).real) / 0.02
log_slope_n = dn * E0 / n_E0
z_dispersion = tangent_zero(lambda E: E * np.sqrt(complex_index(E).imag), E0, 0.01)
z_dispersion_formula = E0 - 1 / (1 / E0 + 1 / (E0 - gap) - dn / (2 * n_E0))
assert abs(z_dispersion - z_dispersion_formula) < 3e-3  # roll-off acts slightly
assert log_slope_n < 2 and z_dispersion > gap

# ---------- neglected: exponential tails ----------
def tailed_square(W):
    """(W+s)^2 for W+s>0, averaged over exp(-|s|/tail)/(2 tail)."""
    if W < 0:
        return tail**2 * np.exp(W / tail)
    return W**2 + 2 * tail**2 - tail**2 * np.exp(-W / tail)


for W in (-0.1, 0.15, 0.7):
    cuts = sorted({-W, 0.0, max(-W, 0.0) + 4.0})
    cuts = [c for c in cuts if c >= -W]
    average = sum(quad(lambda s: (W + s)**2 * np.exp(-abs(s) / tail) / (2 * tail),
                       a, b, limit=200)[0] for a, b in zip(cuts[:-1], cuts[1:]))
    assert abs(average / tailed_square(W) - 1) < 1e-6


def tailed_tauc(E):
    return E * np.sqrt(tailed_square(E - gap))


z_tail = tangent_zero(tailed_tauc, E0)
E_reverse = brentq(lambda E: tangent_zero(tailed_tauc, E) - gap, gap + 0.02, E0)
assert tangent_zero(tailed_tauc, E_reverse - 0.05) < gap < z_tail

# ---------- neglected: defect background and temperature ----------
z_defect = tangent_zero(lambda E: np.sqrt(tauc(E)**2 + alpha_defect * E), E0)
gap_hot = gap - gap_slope * (T_anneal - T_room)
z_hot = tangent_zero(lambda E: tauc(E, gap_hot), E0)

# ---------- output ----------
alpha0 = alpha_cm(E0, eps2_quadrature(E0))
print(f"input gap, annealed / as implanted: {gap:.2f} / {gap_implanted:.2f} eV")
print(f"masses mv, mc: {mv:.1f}, {mc:.1f} electron masses")
print(f"dipole length: {dipole_angstrom:.1f} angstrom = {d:.3f} bohr")
print(f"coherence volume: {atom_volume_A3:.1f} A^3 = {Omega:.1f} bohr^3")
print(f"constant refractive index: {n_const:.1f}")
print(f"C in eps2 = C W^2: {C_au:.1f} hartree^-2 = {C_ev:.3f} eV^-2")
print(f"propagated / golden-rule power: {power_ratio:.4f}")
print(f"counted / formula integrated eps2: {pair_ratio:.4f}")
print(f"tangent energy E0: {E0:.2f} eV")
print(f"eps2 at E0: {eps2_quadrature(E0):.3f}")
print(f"alpha at E0: {alpha0:.3e} 1/cm")
print(f"absorption length at E0: {1e7 / alpha0:.0f} nm")
for E, z, excess in table:
    print(f"tangent at {E:.1f} eV: zero {z:.4f} eV, excess {excess:.4f} eV")
print(f"chord 1.7-2.3 eV: zero {chord_zero:.4f} eV")
print(f"fit window: {window[0]:.1f} to {window[-1]:.1f} eV, {len(window)} points")
print(f"window variance: {var:.5f} eV^2")
print(f"fit zero: {fit_zero:.4f} eV, excess {fit_zero - gap:.4f} eV")
print(f"fit R^2: {r_squared:.5f}")
print(f"smallest excess in 500 random weighted fits: {smallest_excess:.4f} eV")
print(f"constant momentum element, Tauc zero: {momentum_zero:.4f} eV")
print(f"constant dipole, sqrt(alpha/E) zero: {cody_zero:.4f} eV")
print(f"as-implanted Tauc zero at E0: {z_implanted:.4f} eV")
print(f"true gap change on annealing: {gap - gap_implanted:.3f} eV")
print(f"apparent change, fixed energy: {shift_fixed_energy:.4f} eV")
print(f"response dE_T/dEg at annealed gap: {response:.4f}")
print(f"as-implanted alpha at E0: {alpha_implanted:.3e} 1/cm")
print(f"annealed film has that alpha at: {E_same_alpha:.4f} eV")
print(f"apparent change, fixed alpha: {shift_fixed_alpha:.4f} eV")
print(f"plasma energy, 4 electrons per atom: {plasma:.2f} eV")
print(f"roll-off energy B from sum rule: {B_roll:.3f} eV")
print(f"dispersive n at E0: {n_E0:.3f}, d ln n/d ln E: {log_slope_n:.3f}")
print(f"Tauc zero with dispersion: {z_dispersion:.4f} eV")
print(f"tail energy: {tail:.2f} eV, Tauc zero with tails: {z_tail:.4f} eV")
print(f"with tails, overestimate reverses below: {E_reverse:.3f} eV")
print(f"defect background: {alpha_defect:.0f} 1/cm, Tauc zero: {z_defect:.4f} eV")
print(f"gap slope: {-1e3 * gap_slope:.2f} meV/K, T: {T_room:.0f}, {T_anneal:.0f} K")
print(f"gap when hot: {gap_hot:.4f} eV, Tauc zero when hot: {z_hot:.4f} eV")
print("success")
```

Printed output:

```
input gap, annealed / as implanted: 1.30 / 1.20 eV
masses mv, mc: 2.0, 2.0 electron masses
dipole length: 2.0 angstrom = 3.779 bohr
coherence volume: 20.0 A^3 = 135.0 bohr^3
constant refractive index: 4.0
C in eps2 = C W^2: 2454.7 hartree^-2 = 3.315 eV^-2
propagated / golden-rule power: 0.9973
counted / formula integrated eps2: 1.0000
tangent energy E0: 2.00 eV
eps2 at E0: 1.624
alpha at E0: 4.116e+04 1/cm
absorption length at E0: 243 nm
tangent at 1.5 eV: zero 1.3235 eV, excess 0.0235 eV
tangent at 1.7 eV: zero 1.3762 eV, excess 0.0762 eV
tangent at 2.0 eV: zero 1.4815 eV, excess 0.1815 eV
tangent at 2.3 eV: zero 1.6030 eV, excess 0.3030 eV
tangent at 2.6 eV: zero 1.7333 eV, excess 0.4333 eV
chord 1.7-2.3 eV: zero 1.4481 eV
fit window: 1.7 to 2.3 eV, 61 points
window variance: 0.03100 eV^2
fit zero: 1.4700 eV, excess 0.1700 eV
fit R^2: 0.99661
smallest excess in 500 random weighted fits: 0.0535 eV
constant momentum element, Tauc zero: 1.3000 eV
constant dipole, sqrt(alpha/E) zero: 1.3000 eV
as-implanted Tauc zero at E0: 1.4286 eV
true gap change on annealing: 0.100 eV
apparent change, fixed energy: 0.0529 eV
response dE_T/dEg at annealed gap: 0.5487
as-implanted alpha at E0: 5.376e+04 1/cm
annealed film has that alpha at: 2.0838 eV
apparent change, fixed alpha: 0.0856 eV
plasma energy, 4 electrons per atom: 16.61 eV
roll-off energy B from sum rule: 3.141 eV
dispersive n at E0: 3.754, d ln n/d ln E: 0.294
Tauc zero with dispersion: 1.4604 eV
tail energy: 0.08 eV, Tauc zero with tails: 1.4715 eV
with tails, overestimate reverses below: 1.550 eV
defect background: 2000 1/cm, Tauc zero: 1.4597 eV
gap slope: -0.40 meV/K, T: 300, 723 K
gap when hot: 1.1308 eV, Tauc zero when hot: 1.3941 eV
success
```
